\section*{Natural electrostatic length of a thin single-gated channel and its fringing-field limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{The closed upper face: parabola, length and first corrections}

\subsection{What scaling fixes}

Consider a thin channel above a flat gate, and let its potential $\phi(x)$ vary along the channel. Two energies compete. The field along the channel stores, per unit area, $\tfrac12\varepsilon_0P\,(\phi')^2$ with $P=\varepsilon_p t_s$. The field between channel and gate stores $\tfrac12\varepsilon_0C\,\phi^2$ with $C=\varepsilon_{ox}/t_{ox}$. Here $t_s$ and $t_{ox}$ are the thicknesses of channel and oxide, $\varepsilon_p$ is the in-plane relative permittivity of the channel, and $\varepsilon_{ox}$ is that of the oxide.

Where there is no charge, multiplying both energies by a common factor does not change the equilibrium shape of $\phi$. The shape can therefore depend on $P$ and $C$ through $P/C$ alone. This ratio is an area, so the decay length must have the form
\begin{equation}
\lambda_0^2=N\,\frac{P}{C}=N\,\frac{\varepsilon_p t_s t_{ox}}{\varepsilon_{ox}},
\label{eq:scaling}
\end{equation}
with a pure number $N$.

The same argument shows how the law can fail. An insulator of permittivity $\varepsilon_{top}$ filling the half-space above the channel brings in a third coefficient but no new thickness. Since $\sqrt{PC}$ is a permittivity, the new dimensionless number is
\begin{equation}
\eta=\frac{\varepsilon_{top}}{\sqrt{PC}}
=\varepsilon_{top}\sqrt{\frac{t_{ox}}{\varepsilon_{ox}\varepsilon_p t_s}} .
\label{eq:etascale}
\end{equation}
Scaling cannot say what happens as $\eta$ grows. That is the subject of the second half. The first half finds $N=1$ and the corrections that remain when the upper face is closed to flux.

\subsection{Assumptions and theorem}

The channel occupies $0<z<t_s$, the oxide $-t_{ox}<z<0$, and the gate is the plane $z=-t_{ox}$. Nothing depends on the third coordinate. The potential $\phi(x,z)$ is measured from the gate potential after correction for the flat-band offset, so $\phi=0$ on the gate. The channel is anisotropic, with out-of-plane permittivity $\varepsilon_n$. All permittivities are relative. Lengths are in nanometres and potentials in volts, because atomic units are unnatural for a device of this size.

The following is assumed.
\begin{itemize}
\item[(a)] The charge density $\rho(x)$ in the channel is prescribed and uniform across the thickness. It does not respond to $\phi$, as in a depleted channel with negligible mobile charge.
\item[(b)] The oxide field is vertical, so $\phi$ is linear in $z$ there.
\item[(c)] No flux leaves the upper face: $\partial_z\phi=0$ at $z=t_s$.
\item[(d)] Across the channel, $\phi$ is a parabola in $z$ with coefficients that depend on $x$.
\end{itemize}

\paragraph{Theorem 1.} Under (a)--(d), with Poisson's equation imposed at the gate-side face, the potential $\phi_s(x)=\phi(x,0)$ obeys
\begin{equation}
\phi_s''-\frac{\phi_s}{\lambda_0^2}=-\frac{\rho}{\varepsilon_0\varepsilon_p},
\qquad
\lambda_0^2=\frac{\varepsilon_p t_s t_{ox}}{\varepsilon_{ox}} .
\label{eq:local}
\end{equation}

\paragraph{Proof.} Write $\phi=\phi_s+bz+cz^2$. By (b), the oxide field gives $\partial_z\phi=\phi_s/t_{ox}$ just below the channel. With no sheet charge at the interface, the normal flux is continuous:
\begin{equation}
\varepsilon_n b=\frac{\varepsilon_{ox}}{t_{ox}}\phi_s=C\phi_s,
\qquad b=\frac{C}{\varepsilon_n}\phi_s .
\end{equation}
Assumption (c) reads $b+2ct_s=0$, so $c=-b/(2t_s)$. The profile is therefore
\begin{equation}
\phi(x,z)=\phi_s(x)\,g(z),\qquad
g(z)=1+\frac{C}{\varepsilon_n}\left(z-\frac{z^2}{2t_s}\right).
\label{eq:g}
\end{equation}
Poisson's equation in the channel is $\varepsilon_p\partial_x^2\phi+\varepsilon_n\partial_z^2\phi=-\rho/\varepsilon_0$. Since $g''=-C/(\varepsilon_nt_s)$, it becomes
\begin{equation}
\varepsilon_p\,g(z)\,\phi_s''-\frac{C}{t_s}\phi_s=-\frac{\rho}{\varepsilon_0}.
\label{eq:height}
\end{equation}
At $z=0$, $g=1$. Division by $\varepsilon_p$ gives \eqref{eq:local}, because $\varepsilon_pt_s/C=\varepsilon_pt_st_{ox}/\varepsilon_{ox}$. Hence $N=1$. $\square$

The out-of-plane permittivity has cancelled. It sets how far the potential bends across the channel, but the flux passed to the gate at a given $\phi_s$ is $C\phi_s$ whatever $\varepsilon_n$ is. A larger $\varepsilon_p$ helps flux to run along the channel and lengthens the decay. A larger gate capacitance draws the flux out and shortens it.

\subsection{The choice of height}

Equation \eqref{eq:height} contains $z$ on its left side alone. Unless $\phi_s''=0$, a single parabola cannot satisfy it at all heights. Imposing it at height $z$ gives the squared length $\lambda_0^2g(z)$. With
\begin{equation}
r=\frac{Ct_s}{\varepsilon_n}=\frac{\varepsilon_{ox}t_s}{\varepsilon_nt_{ox}},
\qquad
\lambda_0^2\,r=\frac{\varepsilon_p}{\varepsilon_n}t_s^2,
\label{eq:r}
\end{equation}
the upper face has $g(t_s)=1+r/2$. The average of $g$ over the thickness is
\begin{equation}
\frac1{t_s}\int_0^{t_s}g\,dz
=1+\frac{C}{\varepsilon_n}\left(\frac{t_s}{2}-\frac{t_s}{6}\right)=1+\frac r3 .
\end{equation}
The three candidates for the squared length are thus
\begin{equation}
\lambda_0^2,\qquad
\lambda_0^2+\frac{\varepsilon_p}{3\varepsilon_n}t_s^2,\qquad
\lambda_0^2+\frac{\varepsilon_p}{2\varepsilon_n}t_s^2,
\label{eq:three}
\end{equation}
for the gate-side face, the average and the upper face. They merge when $r\ll1$. Their spread is a warning that the difference between them lies beyond the accuracy of the parabola at one chosen height.

In a region uniform along $x$, $\phi_s''=0$ and the parabola solves the problem without approximation. If the charge per area is $\sigma=\rho t_s$, equation \eqref{eq:height} gives the gate-side plateau $V$, and \eqref{eq:g} gives the upper-face plateau $V_b$:
\begin{equation}
V=\frac{\sigma}{\varepsilon_0C},\qquad V_b=V\left(1+\frac r2\right).
\label{eq:plateau}
\end{equation}

\subsection{Decay at a charge step}

Let the charge $\sigma$ fill $x<0$ and let the channel at $x>0$ be free of charge. The bounded solutions of \eqref{eq:local} are
\begin{equation}
\phi_s=V-ae^{x/\lambda_0}\quad(x<0),\qquad
\phi_s=be^{-x/\lambda_0}\quad(x>0),
\end{equation}
where $a$ and $b$ now denote constants. Continuity of $\phi_s$ requires $V-a=b$. Continuity of its derivative requires $-a/\lambda_0=-b/\lambda_0$. Therefore $a=b=V/2$, and
\begin{equation}
\phi_s(x)=\frac V2e^{-x/\lambda_0}\qquad(x>0).
\label{eq:step}
\end{equation}
This is the prediction to be compared with fuller treatments.

\subsection{The two-dimensional oxide field}

Now drop assumptions (b) and (d), but keep the upper face closed.

\paragraph{Lemma 1.} Let $s=\sqrt{\varepsilon_p/\varepsilon_n}$. In a charge-free region, the slowest mode decaying as $e^{-kx}$ has the smallest positive root of
\begin{equation}
\sqrt{\varepsilon_p\varepsilon_n}\,\tan(skt_s)\tan(kt_{ox})=\varepsilon_{ox}.
\label{eq:mode}
\end{equation}
Its length $\lambda=1/k$ satisfies $\lambda>2t_{ox}/\pi$ and $\lambda>2st_s/\pi$.

\paragraph{Proof.} Put $\phi=Z(z)e^{-kx}$. In the channel $\varepsilon_pk^2Z+\varepsilon_nZ''=0$, so $Z''=-s^2k^2Z$. The solution with zero slope at $z=t_s$ is $Z=\cos[sk(t_s-z)]$. In the oxide $Z''=-k^2Z$, and the solution vanishing on the gate is $Z=B\sin[k(z+t_{ox})]$. Continuity of potential and of normal flux at $z=0$ gives
\begin{align}
\cos(skt_s)&=B\sin(kt_{ox}),\\
\varepsilon_nsk\sin(skt_s)&=\varepsilon_{ox}Bk\cos(kt_{ox}).
\end{align}
For $0<k<k_m$, where $k_m$ is the smaller of $\pi/(2t_{ox})$ and $\pi/(2st_s)$, both sides of the first line are nonzero. Dividing the second line by the first, and using $\varepsilon_ns=\sqrt{\varepsilon_p\varepsilon_n}$, gives \eqref{eq:mode}. On this interval both tangents are positive and increasing, and their product rises from zero without bound. There is one root in the interval, and it is the smallest. The inequalities restate $k<k_m$. $\square$

\paragraph{Lemma 2.} For fixed thicknesses and $\lambda_0$ large compared with $t_{ox}$ and $st_s$,
\begin{equation}
\lambda^2\simeq\lambda_0^2+\frac{t_{ox}^2}{3}+\frac{\varepsilon_p}{\varepsilon_n}\frac{t_s^2}{3}.
\label{eq:expanded}
\end{equation}

\paragraph{Proof.} Write \eqref{eq:mode} as $\sqrt{\varepsilon_p\varepsilon_n}\tan(skt_s)=\varepsilon_{ox}\cot(kt_{ox})$. Use $\tan u\simeq u+u^3/3$ and $\cot u\simeq1/u-u/3$, then multiply by $kt_{ox}/\varepsilon_{ox}$. Because $s\sqrt{\varepsilon_p\varepsilon_n}=\varepsilon_p$,
\begin{equation}
\lambda_0^2k^2\left(1+\frac{s^2k^2t_s^2}{3}\right)=1-\frac{k^2t_{ox}^2}{3}.
\end{equation}
Multiplication by $\lambda^2=1/k^2$ gives
\begin{equation}
\lambda^2=\lambda_0^2+\frac{t_{ox}^2}{3}+\frac{\lambda_0^2}{\lambda^2}\,\frac{s^2t_s^2}{3}.
\end{equation}
At this order $\lambda_0^2/\lambda^2$ may be replaced by one. $\square$

The channel correction coincides with that of the thickness average in \eqref{eq:three}. The reason is that averaging turns Poisson's equation into a flux balance for the whole thickness, and uses the parabola merely to relate the mean potential to $\phi_s$. The term $t_{ox}^2/3$ is absent from every version of the parabola, because it comes from flux running sideways inside the oxide.

\subsection{When the closed-top length is reliable}

The relative correction to $\lambda_0^2$ in \eqref{eq:expanded} is
\begin{equation}
\Delta=\frac13\left(\frac{\varepsilon_{ox}t_{ox}}{\varepsilon_pt_s}
+\frac{\varepsilon_{ox}t_s}{\varepsilon_nt_{ox}}\right)
\ge\frac23\,\frac{\varepsilon_{ox}}{\sqrt{\varepsilon_p\varepsilon_n}} .
\label{eq:delta}
\end{equation}
The inequality holds because the sum of two positive numbers is at least twice the square root of their product. A thick oxide makes the first term large and a thin oxide makes the second large. No choice of thickness removes both. For $\lambda_0$ to be accurate, the stack therefore needs an oxide permittivity well below the geometric mean of the channel permittivities, as well as a suitable thickness ratio.

Take a model channel with $t_s=0.6$ nm, $\varepsilon_p=15$ and $\varepsilon_n=6$. Stack A has $t_{ox}=1$ nm and $\varepsilon_{ox}=4$. Stack B has $t_{ox}=5$ nm and $\varepsilon_{ox}=20$. Their gate capacitances are equal, since $4/1=20/5$, and so are their natural lengths:
\begin{equation}
\lambda_0^2=\frac{15\times0.6\times1}{4}
=\frac{15\times0.6\times5}{20}=2.25\ \text{nm}^2,
\end{equation}
or $\lambda_0=1.50$ nm, which is 28.3 bohr. Both have $r=4\times0.6/(6\times1)=0.4$.

The modes tell the stacks apart. Equation \eqref{eq:expanded} gives
\begin{align}
\lambda_A^2&\simeq2.25+0.333+0.300=2.883\ \text{nm}^2,\\
\lambda_B^2&\simeq2.25+8.333+0.300=10.883\ \text{nm}^2,
\end{align}
hence 1.70 and 3.30 nm. The roots of \eqref{eq:mode} are 1.69 and 3.48 nm. For A, $\lambda_0$ is too short by a factor 1.13. For B the factor is 2.32, and the expansion itself is outside its regime. The bound $2t_{ox}/\pi=3.18$ nm already excludes $\lambda=1.50$ nm in stack B. Replacing a thin oxide by a thicker one of equal capacitance keeps $\lambda_0$ but does not keep the decay length.

In stack A the error of $\lambda_0$ has two sources of similar size: the height at which Poisson's equation is imposed (0.300 nm$^2$) and the sideways field in the oxide (0.333 nm$^2$). The shape of the parabola itself is nearly right. In stack A the ratio of upper-face to gate-side potential is 1.20 from the parabola and 1.18 in the slowest mode. Direct diagonalization of the layered equation was tested against \eqref{eq:mode} for both stacks, and against the correction \eqref{eq:expanded} in a strongly polarizable channel where $\lambda_0$ is large. The agreement is within 0.1\% for the mode lengths and within 1\% for the correction.

\section{The open upper face: fringing fields and the algebraic tail}

\subsection{Symbols and results carried over}

The channel has thickness $t_s$ and permittivities $\varepsilon_p$ in plane and $\varepsilon_n$ out of plane. The oxide has thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$, with $C=\varepsilon_{ox}/t_{ox}$. The parabola gives $\lambda_0^2=\varepsilon_pt_s/C$. A charge $\sigma$ per area on $x<0$ produces the gate-side plateau $V=\sigma/(\varepsilon_0C)$ and the upper-face plateau $V_b=V(1+r/2)$, with $r=Ct_s/\varepsilon_n$. For $x>0$ the parabolic theory predicts $\phi_s=(V/2)e^{-x/\lambda_0}$. With a closed upper face, $\lambda_0$ is reliable if $(t_{ox}^2+\varepsilon_pt_s^2/\varepsilon_n)/3\ll\lambda_0^2$.

The upper face is now opened. A uniform insulator of permittivity $\varepsilon_{top}$ fills $z>t_s$ without limit; vacuum is the case $\varepsilon_{top}=1$. There are no contacts, and no other conductor lies nearby. The fringing parameter \eqref{eq:etascale} can be written
\begin{equation}
\eta=\frac{\varepsilon_{top}}{C\lambda_0}=\frac{\varepsilon_{top}t_{ox}}{\varepsilon_{ox}\lambda_0}.
\label{eq:eta}
\end{equation}

With the upper face closed, the potential beyond a charge step decays exponentially, and $\lambda_0$ gives the decay length accurately only when the oxide and channel-thickness corrections are small. It remains to find how the field through an open upper face, measured by $\eta$, changes that decay.

All numerical values are calculated from the stated model.
